# The Kitaev chain near μ = 2t: Majorana equation and end mode

## Problem

Spinless fermions live on a chain with sites $j=1,2,3,\dots$ at positions $x_j=jd$. The operator $c_j$ removes a fermion from site $j$. The mean-field Hamiltonian is

$$H=-\mu\sum_j\left(c_j^\dagger c_j-\tfrac12\right)-t\sum_j\left(c_j^\dagger c_{j+1}+\text{h.c.}\right)+\Delta\sum_j\left(c_jc_{j+1}+\text{h.c.}\right),$$

with hopping $t>0$, real pairing $\Delta>0$ and chemical potential $\mu$ close to $2t$. In the algebra $\hbar=1$, as in atomic units.

1. Estimate by scaling the length over which a state at the end of the chain could decay.
2. Derive the wave equation obeyed by the slow degrees of freedom near $\mu=2t$.
3. Find the zero-energy mode at the end $j=1$, and decide on which side of $\mu=2t$ it exists.
4. Evaluate the results for the model parameters $t=0.1$ eV, $\Delta=0.04$ eV, $\mu=0.196$ eV, $d=5$ Å, and compare them with the estimate.

## First estimate by scaling

Without pairing, a plane wave of phase $\theta$ per site has energy $-2t\cos\theta-\mu$. At $\mu=2t$ this vanishes for $\theta=\pi$, the top of the band. For other $\mu$ the wave at $\theta=\pi$ costs the energy $|2t-\mu|$. Without pairing the chain is gapless for any $|\mu|<2t$, but pairing opens a gap at the Fermi points and, as seen next, does not act at $\theta=\pi$. Near $\mu=2t$ the detuning $|2t-\mu|$ is therefore the small energy of the problem, as long as it is small compared with $\Delta^2/t$. For $2t-\mu$ above about $2\Delta^2/t$ the smallest gap moves away from $\theta=\pi$ and falls below the detuning.

The pairing term is antisymmetric under exchange of neighbours, because $c_jc_{j+1}=-c_{j+1}c_j$. It thus couples site $j$ to the difference between its two neighbours $j+1$ and $j-1$. This difference vanishes for the pure alternation at $\theta=\pi$, so only the variation of the envelope counts. For an envelope of length $\xi$ that variation is a fraction of order $d/\xi$, and the pairing energy is of order $\Delta d/\xi$. Balancing the two energies gives

$$\xi\sim\frac{\Delta d}{|2t-\mu|}=\frac{0.04\times5}{0.004}\ \text{Å}=50\ \text{Å}.$$

The estimate leaves open the numerical factor, the side of the transition on which a mode exists, and whether it exists at all.

## Exact solution

### Majorana operators

Split each fermion into two Hermitian operators,

$$c_j=\tfrac12(a_j+ib_j),\qquad a_j=c_j+c_j^\dagger,\qquad b_j=-i(c_j-c_j^\dagger).$$

The fermion anticommutators give $\{a_i,a_j\}=\{b_i,b_j\}=2\delta_{ij}$ and $\{a_i,b_j\}=0$, so $a_j^2=b_j^2=1$. The on-site term becomes

$$c_j^\dagger c_j=\tfrac14(a_j-ib_j)(a_j+ib_j)=\tfrac14(2+ia_jb_j-ib_ja_j)=\tfrac12(1+ia_jb_j).$$

For a bond, write $a,b$ for site $j$ and $a',b'$ for site $j+1$. Then

$$c_j^\dagger c_{j+1}=\tfrac14(aa'+bb'+iab'-iba').$$

The Hermitian conjugate reverses each product and changes $i$ to $-i$. Restoring the original order costs a minus sign, so the conjugate is $\tfrac14(-aa'-bb'+iab'-iba')$. The sum is

$$c_j^\dagger c_{j+1}+\text{h.c.}=\tfrac i2(ab'-ba').$$

In the same way $c_jc_{j+1}=\tfrac14(aa'-bb'+iab'+iba')$, its conjugate is $\tfrac14(-aa'+bb'+iab'+iba')$, and

$$c_jc_{j+1}+\text{h.c.}=\tfrac i2(ab'+ba').$$

Collecting terms, and using $b_ja_{j+1}=-a_{j+1}b_j$,

$$H=\frac i2\sum_{ij}a_iM_{ij}b_j,\qquad M_{jj}=-\mu,\quad M_{j,j+1}=\Delta-t,\quad M_{j+1,j}=-(\Delta+t).$$

### Equations of motion

The Heisenberg equation is $\dot a_k=i[H,a_k]$. Since $b_j$ anticommutes with $a_k$,

$$[a_ib_j,a_k]=-(a_ia_k+a_ka_i)b_j=-2\delta_{ik}b_j,\qquad [a_ib_j,b_k]=a_i\{b_j,b_k\}=2\delta_{jk}a_i.$$

The prefactor $i\cdot i/2=-1/2$ turns these into $\dot a=Mb$ and $\dot b=-M^{T}a$, or in components

$$\dot a_j=-\mu b_j-(t-\Delta)b_{j+1}-(t+\Delta)b_{j-1},$$
$$\dot b_j=\mu a_j+(t-\Delta)a_{j-1}+(t+\Delta)a_{j+1}.$$

Away from the ends, try $a_j=Ae^{i(\theta j-E\tau)}$ and $b_j=Be^{i(\theta j-E\tau)}$, where $\tau$ is time. The equations become $-iEA=fB$ and $-iEB=-f^*A$ with $f=-\mu-2t\cos\theta+2i\Delta\sin\theta$. Eliminating $A$ and $B$,

$$E^2=|f|^2=(\mu+2t\cos\theta)^2+4\Delta^2\sin^2\theta.$$

A zero needs $\sin\theta=0$. At $\mu=2t$ this selects $\theta=\pi$, where the amplitude changes sign at each step. That alternation must be removed before a derivative makes sense.

### Continuum limit

Define slowly varying Hermitian fields by

$$a_j=(-1)^j\sqrt{2d}\,\alpha(x_j),\qquad b_j=(-1)^j\sqrt{2d}\,\beta(x_j).$$

The factor $\sqrt{2d}$ gives $\{\alpha(x_i),\alpha(x_j)\}=\delta_{ij}/d$, which becomes $\delta(x-y)$ in the continuum. Each neighbour now carries an extra minus sign:

$$\dot\alpha(x)=-\mu\beta(x)+(t-\Delta)\beta(x+d)+(t+\Delta)\beta(x-d),$$
$$\dot\beta(x)=\mu\alpha(x)-(t-\Delta)\alpha(x-d)-(t+\Delta)\alpha(x+d).$$

Insert $\beta(x\pm d)=\beta\pm d\beta'+\tfrac12d^2\beta''+\dots$ and the same for $\alpha$. In the first equation the coefficient of $\beta$ is $2t-\mu$, that of $\beta'$ is $d[(t-\Delta)-(t+\Delta)]=-2\Delta d$, and that of $\beta''$ is $td^2$. With

$$m=2t-\mu,\qquad v=2\Delta d,$$

the two equations read

$$\dot\alpha=m\beta-v\beta'+td^2\beta''+\dots,\qquad \dot\beta=-m\alpha-v\alpha'-td^2\alpha''+\dots$$

Keep first derivatives, multiply by $i$ and use $p=-i\partial_x$. Then $i\dot\alpha=vp\beta+im\beta$ and $i\dot\beta=vp\alpha-im\alpha$. For the column $\chi=(\alpha,\beta)^T$ this is

$$i\partial_\tau\chi=(v\sigma_xp-m\sigma_y)\chi.$$

Multiply from the left by $\gamma^0=-\sigma_y$. Since $\sigma_y^2=1$ and $-\sigma_y\sigma_x=i\sigma_z\equiv\gamma^1$,

$$\left(i\gamma^0\partial_\tau+iv\gamma^1\partial_x-m\right)\chi=0.$$

This is a Dirac equation in one space dimension, with $v$ in the place of the speed of light and $m$ as a signed rest energy. Both $\gamma^0$ and $\gamma^1$ are purely imaginary, so the equation has real coefficients and preserves the condition that $\alpha$ and $\beta$ are Hermitian. With that condition it is a Majorana equation: the particle is its own antiparticle.

Squaring the matrix for a wave of momentum $q$, measured from $\theta=\pi$, removes the cross terms because $\sigma_x$ and $\sigma_y$ anticommute. The result is $E^2=v^2q^2+m^2$. At this order the bulk energy does not depend on the sign of $m$; the existence of a mode at the end of the chain does.

Two conditions control the truncation. At the natural scale $q\sim|m|/v$, the envelope is smooth on the lattice if $qd\ll1$, that is $|m|\ll2\Delta$. The curvature term is small compared with the mass term if $td^2q^2\ll|m|$, that is $t|m|/(4\Delta^2)\ll1$. For weak pairing, $\Delta<t/2$, the second condition is the stricter one.

### The zero mode on the lattice

The first-order equation needs a boundary condition, which the lattice supplies. Seek a real combination $\Gamma=\sum_j\phi_ja_j$ that commutes with $H$. From $\dot\Gamma=\sum_{kj}\phi_kM_{kj}b_j=0$,

$$-\mu\phi_j-(t-\Delta)\phi_{j-1}-(t+\Delta)\phi_{j+1}=0,\qquad \phi_0=0.$$

The condition $\phi_0=0$ states that site 1 has no left neighbour. With $\phi_j=(-1)^ju_j$,

$$(t+\Delta)u_{j+1}-\mu u_j+(t-\Delta)u_{j-1}=0,\qquad u_0=0.$$

Powers $u_j=\lambda^j$ solve the recursion if $Q(\lambda)=(t+\Delta)\lambda^2-\mu\lambda+(t-\Delta)=0$, so

$$\lambda_\pm=\frac{\mu\pm\sqrt{\mu^2-4(t^2-\Delta^2)}}{2(t+\Delta)}.$$

At $\mu=2t$ the square root equals $2\Delta$, hence $\lambda_+=1$ and $\lambda_-=(t-\Delta)/(t+\Delta)$. Close to the transition $\lambda_-$ stays near this value, whose modulus is below one. The fate of the mode rests on $\lambda_+$, and $Q(1)=2t-\mu=m$ decides it:

- For small $m>0$, $Q(1)>0$ and $\lambda_+$ lies just below 1. Both powers decay, and their difference meets $u_0=0$:
$$u_j\propto\lambda_+^{\,j}-\lambda_-^{\,j}.$$
- For $m<0$, $Q(1)<0$ and $\lambda_+>1$. Only the power of $\lambda_-$ decays, and alone it cannot vanish at $j=0$. There is no mode.

A combination $\sum_j(-1)^jw_jb_j$ must satisfy $(t-\Delta)w_{j+1}-\mu w_j+(t+\Delta)w_{j-1}=0$ with $w_0=0$. Putting $w_j=\lambda^{-j}$ reproduces $Q(\lambda)=0$, so the $b$ solutions are inverse powers of the same roots. As $1/\lambda_-$ has modulus above one near the transition, two decaying solutions are not available, and this end has no $b$ mode for either sign of $m$.

The case $t=\Delta$ is simpler. Then $\lambda_-=0$, the $a$ recursion has one step, and $u_j\propto(\mu/2t)^j$ for $j\ge1$. It decays for $\mu<2t$ and grows for $\mu>2t$. The $b$ recursion, started from $w_0=0$, gives zero everywhere.

### The zero mode in the continuum

Set $g(x_j)=u_j/\sqrt d$. The two alternating signs in $\phi_ja_j$ cancel, and $\Gamma=\sqrt2\int_0^\infty g\,\alpha\,dx$. Its time derivative, after one integration by parts with $g\to0$ at infinity, is

$$\dot\Gamma=\sqrt2\int_0^\infty g(m\beta-v\beta')\,dx=\sqrt2\int_0^\infty(mg+vg')\beta\,dx+\sqrt2\,v\,g(0)\beta(0).$$

It vanishes if $g'=-(m/v)g$ and $\beta(0)=0$. The normalized solution for $m>0$ is

$$g(x)=\sqrt{\frac{2m}{v}}\,e^{-mx/v},\qquad \xi=\frac vm=\frac{2\Delta d}{2t-\mu}.$$

With $\int g^2dx=1$ and $\{\alpha(x),\alpha(y)\}=\delta(x-y)$ one finds $\Gamma^2=\int g^2dx=1$, and $\Gamma^\dagger=\Gamma$. The mode is a single Majorana operator, half of an ordinary fermion.

The other possible condition, $\alpha(0)=0$, would give a $\beta$ mode proportional to $e^{mx/v}$, decaying for $m<0$. The lattice solution excludes it and so selects $\beta(0)=0$. The lattice also shows why $g(0)$ may differ from zero although $u_0=0$: the rapidly decaying power $\lambda_-^j$ cancels the slow one at the wall. It forms a thin boundary layer that the first-order equation does not resolve.

### First correction to the decay length

Put $\lambda_+=1-\epsilon$ and $\mu=2t-m$ in $Q(\lambda_+)=0$:

$$m-(2\Delta+m)\epsilon+(t+\Delta)\epsilon^2=0.$$

To first order $\epsilon=m/(2\Delta)$. Inserting this in the two small terms gives the second order,

$$\epsilon=\frac m{2\Delta}+\frac1{2\Delta}\left[\frac{(t+\Delta)m^2}{4\Delta^2}-\frac{m^2}{2\Delta}\right]=\frac m{2\Delta}+\frac{(t-\Delta)m^2}{8\Delta^3}.$$

The decay rate $\kappa$ follows from $\kappa d=-\ln(1-\epsilon)=\epsilon+\tfrac12\epsilon^2+\dots$. The term $\tfrac12\epsilon^2=m^2/(8\Delta^2)$ cancels the $-\Delta$ in the bracket, and

$$\kappa=\frac mv\left[1+\frac{tm}{4\Delta^2}+\dots\right].$$

The correction is the second smallness parameter found above. At $t=\Delta$ it reduces to $m/(4t)$, in agreement with the expansion of $\kappa d=-\ln(1-m/2t)$.

## Comparison

### Lengths

For the given parameters

$$m=2(0.1)-0.196=0.004\ \text{eV},\qquad v=2(0.04)(5)=0.4\ \text{eV Å},$$
$$\xi=\frac{0.4}{0.004}=100\ \text{Å}.$$

In atomic units, $m=1.47\times10^{-4}$ hartree and $\xi=189$ bohr. The scaling estimate of 50 Å has the right dependence on $\Delta$, $d$ and the detuning, but is half the continuum value. The missing factor is the 2 in $v=2\Delta d$: both neighbours of a site contribute $\Delta d$ to the derivative term.

The smallness parameters are $m/(2\Delta)=0.05$ and $tm/(4\Delta^2)=0.0625$. The second predicts a decay rate about 6% above $m/v$. The full root $\lambda_+=0.947848$ gives

$$\frac1\kappa=-\frac{5\ \text{Å}}{\ln0.947848}=93.35\ \text{Å},$$

a rate 7.1% above $m/v$. Diagonalization of an open chain of 300 sites gives the same length to the digits shown. The boundary layer, with $\lambda_-=0.452$, decays over 6.3 Å, little more than one lattice spacing.

### Shape of the mode

The continuum magnitude at site $j$ is $\sqrt d\,g(x_j)$. Beside it stands the normalized mode of the 300-site chain:

| $j$ | chain | continuum |
|---|---|---|
| 1 | −0.180 | 0.301 |
| 2 | +0.252 | 0.286 |
| 5 | −0.271 | 0.246 |
| 20 | +0.124 | 0.116 |
| 40 | +0.043 | 0.043 |

The chain amplitudes carry the sign $(-1)^j$. At the first site the magnitude is well below the continuum value, because $\lambda_-^j$ still subtracts almost half of $\lambda_+^j$. At sites 5 and 20 it is larger, because the prefactor of $\lambda_+^j$ in the normalized chain mode exceeds the continuum prefactor by about 15%. Three factors make this up: 1.079 for the weight missing at the wall, 1.037 for the shorter decay length, and 1.026 because the continuum function is normalized by an integral from $x=0$ and the chain mode by a sum over sites. The faster decay of the chain mode uses up this surplus with distance, and the curves cross between sites 38 and 39.

The overlap of the two normalized envelopes, sampled on the sites, is 0.989. At one quarter of the mass it is 0.997, as expected when the boundary layer becomes a smaller part of the mode.

### Energies and the other side of the transition

A finite chain has a second end. Reflection exchanges $M$ and $M^T$, so the far end carries a $b$ mode, and the two modes couple weakly. To bound the resulting energy, note that $\ddot a=-MM^Ta$: the squared excitation energies are the eigenvalues of $MM^T$. Cut the half-infinite solution off after site $N$. Then $M^T\phi$ is nonzero only at the last site, where the missing neighbour leaves $(t+\Delta)\phi_{N+1}$. The lowest eigenvalue cannot exceed the mean value of $MM^T$ in this trial vector, hence

$$E_0\le(t+\Delta)\frac{|u_{N+1}|}{\sqrt{\sum_{j=1}^Nu_j^2}}.$$

For $N=100$ the chain has $E_0=4.1\times10^{-5}$ eV, under a bound of $2.3\times10^{-4}$ eV. For $N=300$ it has $9.1\times10^{-10}$ eV, under a bound of $5.1\times10^{-9}$ eV. The next level at $N=300$ is 0.00409 eV, just above $m$.

With the detuning reversed, $\mu=0.204$ eV, the lowest level of the 300-site chain is also 0.00409 eV. The gap has the same size, but no state lies inside it, as the sign of $m$ requires.

The bulk dispersion can be checked on closed rings, at the smallest nonzero $q$. For 200 sites the lattice energy is 0.00464 eV against 0.00472 eV from $\sqrt{m^2+v^2q^2}$, a difference of 1.8% of the continuum value. Halving both $m$ and $q$ halves the relative difference to 0.9%, which is how a first correction linear in the small scale should behave.

### Where the description fails

As $\Delta\to0$ at fixed $m$, the velocity vanishes and $tm/(4\Delta^2)$ grows without limit. The lattice roots show the change: they become complex when $\mu^2<4(t^2-\Delta^2)$, which for $m\ll t$ means $m>\Delta^2/t$ approximately. The envelope then oscillates as it decays, which a single real exponential cannot describe. Here $\Delta^2/t=0.016$ eV, four times $m$, so the roots are real.

Reversing the sign of $\Delta$ exchanges $M$ with $M^T$, and the mode at the left end is then built from $b$ operators. Near $\mu=-2t$ the gap closes at $\theta=0$ instead, and the slow fields are defined without the factor $(-1)^j$. Throughout, $\Delta$ is a prescribed, uniform mean field; its fluctuations, its change near the end, and interactions beyond it are left out.

The complete numerical values are listed in the output below.

## Table of computed values

```
hopping t = 0.100 eV
pairing Delta = 0.040 eV
chemical potential mu = 0.196 eV
lattice spacing d = 5.0 angstrom
mass energy m = 0.0040 eV = 1.4700e-04 hartree
velocity parameter v = 0.400 eV angstrom
validity ratio m/(2 Delta) = 0.0500
validity ratio t m/(4 Delta^2) = 0.0625
continuum decay length v/m = 100.00 angstrom = 188.97 bohr
slow root lambda_plus = 0.94785
fast root lambda_minus = 0.45215
fast root at the transition = 0.42857
decay length from slow root = 93.35 angstrom
decay length from diagonalization = 93.35 angstrom
ratio kappa/(m/v) from slow root = 1.0712
boundary-layer length = 6.30 angstrom
site 1: chain amplitude -0.1798, continuum magnitude 0.3008
site 2: chain amplitude +0.2517, continuum magnitude 0.2861
site 5: chain amplitude -0.2706, continuum magnitude 0.2463
site 20: chain amplitude +0.1243, continuum magnitude 0.1163
site 40: chain amplitude +0.0426, continuum magnitude 0.0428
overlap of chain and continuum envelopes = 0.9893
same overlap at one quarter of the mass = 0.9972
N = 100: end-mode energy 4.085e-05 eV, bound 2.271e-04 eV
N = 200: end-mode energy 1.927e-07 eV, bound 1.072e-06 eV
N = 300: end-mode energy 9.095e-10 eV, bound 5.059e-09 eV
next level, N = 300: 0.004087 eV
lowest level at mu = 0.204 eV, N = 300: 0.004086 eV
ring N = 200: lattice 0.004641 eV, continuum 0.004724 eV
ring N = 400: lattice 0.002341 eV, continuum 0.002362 eV
ring relative errors = 0.01767, 0.00884
```
